# Why correlated Dirac-Coulomb calculations exclude negative-energy spinors: verification in Python

```python
# RESULT UNDER TEST: in the unprojected two-electron Dirac-Coulomb problem a bound
# pair bb is degenerate with pairs (p, n) of one positive- and one negative-
# continuum spinor. Denominators 2 e_b - e_p - e_n then vanish, and the second-order
# energy acquires a spurious width Gamma; positive-energy pairs alone give none.
# Model: point nucleus of charge Z, s1/2 spinors (kappa = -1), total J = 0, so that
# the repulsion is 1/max(r1, r2). Hartree atomic units, rest energy included.
# P, Q: large and small radial components; g = sqrt(1 - (Z/c)^2); b: the 1s spinor;
# lam: exponent of the Laguerre basis; N: functions per component;
# theta: angle of the complex scaling r -> r exp(i theta).
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammainc, gammaln

c = 1.0 / const.fine_structure
c2 = c * c
Z = 60.0
kappa = -1.0
g = np.sqrt(1.0 - (Z / c) ** 2)
e_bound = c2 * g

# ---- radial grid: Gauss-Legendre panels with a running-integral matrix ----
R_MAX, PANELS, M = 0.7, 300, 12
x_gl, w_gl = leg.leggauss(M)
edges = R_MAX * np.linspace(0.0, 1.0, PANELS + 1) ** 3
half = 0.5 * np.diff(edges)
r = (edges[:-1, None] + half[:, None] * (1.0 + x_gl)).ravel()
w_r = (half[:, None] * w_gl).ravel()
integrated = np.array([leg.legval(x_gl, leg.legint(row, lbnd=-1))
                       for row in np.eye(M)]).T
running = integrated @ np.linalg.inv(leg.legvander(x_gl, M - 1))


def cumulative(f):
    """Integral from 0 to each node, and to R_MAX, for every column of f."""
    f3 = f.reshape(PANELS, M, -1)
    inside = np.matmul(running, f3) * half[:, None, None]
    total = np.einsum('j,pjk->pk', w_gl, f3) * half[:, None]
    ends = np.cumsum(total, axis=0)
    inside = inside + (ends - total)[:, None, :]
    return inside.reshape(len(r), -1), ends[-1]


# ---- one-electron problem in orthonormal functions r^g exp(-lam r) Laguerre ----
def log_norm(N):
    i = np.arange(N)
    return 0.5 * (gammaln(i + 1.0) - gammaln(i + 2 * g + 1.0))


def spinors(N, lam, theta=0.0):
    """Eigenvalues (negative branch first) and vectors with v^T v = 1."""
    ln = log_norm(N)
    i = np.arange(N)
    ratio = np.exp(-np.abs(ln[:, None] - ln[None, :]))
    inv_r = lam / g * ratio
    deriv = lam * ratio * np.sign(i[:, None] - i[None, :])
    scaled = np.block([[-Z * inv_r, c * (-deriv + kappa * inv_r)],
                       [c * (deriv + kappa * inv_r), -Z * inv_r]])
    rest = np.diag(np.r_[np.full(N, c2), np.full(N, -c2)])
    if theta == 0.0:
        e, v = eigh(rest + scaled)
    else:
        e, v = np.linalg.eig(rest + np.exp(-1j * theta) * scaled)
        order = np.argsort(e.real)
        e, v = e[order], v[:, order]
        v = v / np.sqrt(np.sum(v * v, axis=0))
    assert np.sum(e.real < 0) == N
    return e, v


def repulsion(N, lam, v, theta=0.0):
    """V[i,j] = <i j | 1/r_> | b b> for all spinors i, j."""
    x = 2 * lam * r
    n = np.arange(N)
    phi = eval_genlaguerre(n[None, :], 2 * g, x[:, None])
    phi = phi * np.exp(log_norm(N)[None, :]
                       + (g * np.log(x) - x / 2)[:, None]) * np.sqrt(2 * lam)
    P, Q = phi @ v[:N], phi @ v[N:]
    C, C_end = cumulative(P * P[:, [N]] + Q * Q[:, [N]])
    V = C.T @ (C * (w_r / r ** 2)[:, None]) + np.outer(C_end, C_end) / R_MAX
    return V * np.exp(-1j * theta) if theta else V


def second_order(N, e, V):
    """Second-order energies from ++, +- and -- intermediate pairs."""
    D = 2 * e[N] - e[:, None] - e[None, :]
    V2 = V ** 2
    D[N, N], V2[N, N] = 1.0, 0.0
    T = V2 / D
    return T[N:, N:].sum(), 2 * T[N:, :N].sum(), T[:N, :N].sum()


def mixed_denominators(N, e):
    return 2 * e[N] - e[N:, None] - e[None, :N]


# ---- the reduction of 1/r12 to 1/r_> for s1/2 spinors ----
mean = quad(lambda t: 0.5 / np.sqrt(1.3**2 + 0.7**2 - 2*1.3*0.7*t), -1, 1)[0]
assert abs(mean - 1 / 1.3) < 1e-9
nx, ny, nz = np.array([0.48, 0.60, 0.64])
sigma_n = np.array([[nz, nx - 1j * ny], [nx + 1j * ny, -nz]])
assert np.allclose(sigma_n.conj().T @ sigma_n, np.eye(2))

print(f"nuclear charge Z: {Z:.0f}")
print(f"speed of light c: {c:.4f} a.u.")
print(f"rest energy mc2: {c2:.2f} Eh")
print(f"gamma = e_b/mc2: {g:.6f}")
print(f"bound spinor energy e_b: {e_bound:.2f} Eh")
print(f"pair energy 2 e_b: {2*e_bound:.2f} Eh")
print(f"lowest resonant electron energy 2e_b+mc2: {2*e_bound+c2:.2f} Eh")
print(f"smallest QED pair-creation cost mc2+e_b: {c2+e_bound:.2f} Eh")

# ---- a small basis hides the degeneracy, a larger one reveals it ----
print("basis lam=60: N, top e_p/mc2, +- pairs with D<0, min|D| in Eh")
counts = []
for N in (3, 10, 20, 40):
    e, v = spinors(N, 60.0)
    assert abs(e[N] - e_bound) < 1e-5
    D = mixed_denominators(N, e)
    counts.append(int(np.sum(D < 0)))
    print(f"  {N:3d} {e[-1]/c2:9.3f} {counts[-1]:6d} {np.abs(D).min():12.3f}")
    if N == 3:
        assert e[-1] < 2 * e_bound + c2 and D.min() > 0
    # neither the -- channel nor the excited ++ channel can be resonant
    D_mm = 2 * e[N] - e[:N, None] - e[None, :N]
    assert D_mm.min() >= 2 * e_bound + 2 * c2 - 1e-4
    D_pp = 2 * e[N] - e[N:, None] - e[None, N:]
    D_pp[0, 0] = -np.inf
    assert D_pp.max() < -1000.0
assert counts[0] == 0 and counts[1] < counts[2] < counts[3]

# ---- first-order repulsion against an independent quadrature ----
N = 20
e_lo, v_lo = spinors(N, 60.0)
V_lo = repulsion(N, 60.0, v_lo)


def density(s):
    return np.exp((2*g + 1)*np.log(2*Z) + 2*g*np.log(s) - 2*Z*s
                  - gammaln(2*g + 1))


J = quad(lambda s: 2 * density(s) * gammainc(2*g + 1, 2*Z*s) / s,
         1e-14, 0.7, points=[0.005, 0.02, 0.1], limit=200)[0]
assert abs(J - V_lo[N, N]) < 1e-5 * J
print(f"first-order repulsion <bb|1/r12|bb>: {J:.4f} Eh")
print(f"++ gap e_2s - e_1s (N=20): {e_lo[N+1]-e_lo[N]:.2f} Eh")

# ---- drive one mixed denominator through zero by changing the basis ----
e_hi, v_hi = spinors(N, 90.0)
D_lo, D_hi = mixed_denominators(N, e_lo), mixed_denominators(N, e_hi)
crossing = (D_lo * D_hi < 0) & (np.abs(D_lo) > 200) & (np.abs(D_hi) > 200)
assert crossing.any()
strength = np.where(crossing, np.abs(V_lo[N:, :N]), -1.0)
ip, im = np.unravel_index(np.argmax(strength), strength.shape)


def chosen_denominator(lam):
    return mixed_denominators(N, spinors(N, lam)[0])[ip, im]


print("one +- denominator tuned through zero (N=20), energies in Eh:")
print("  lam, D, coupling M, amplitude M/D, E2(+-), E2(++)")
scan = []
for d in (100.0, 0.1, 1e-4, -1e-4, -0.1, -100.0):
    lam = brentq(lambda s: chosen_denominator(s) - d, 60.0, 90.0, xtol=1e-13)
    e, v = spinors(N, lam)
    V = repulsion(N, lam, v)
    pp, pm, mm = second_order(N, e, V)
    D = mixed_denominators(N, e)[ip, im]
    coupling = np.sqrt(2) * abs(V[N + ip, im])
    scan.append((pp, pm))
    print(f"  {lam:.6f} {D:9.4f} {coupling:.5f} {coupling/D:11.4e}"
          f" {pm:11.4e} {pp:.6f}")
    if d == 100.0:
        print(f"  chosen pair: e_p={e[N+ip]:.1f} Eh, e_n={e[im]:.1f} Eh")
assert scan[2][1] > abs(scan[2][0]) and scan[3][1] < -abs(scan[3][0])


# ---- near-resonant discrete pairs of a real basis ----
def discrete_pairs(N, lam):
    """For each negative level the positive level nearest to resonance:
    energies, squared coupling per unit energies, slice of e_n, and E2(++)."""
    e, v = spinors(N, lam)
    V = repulsion(N, lam, v)

    def levels_per_energy(levels):
        k = np.sqrt(e[levels] ** 2 - c2 ** 2) / c
        angle = 2 * np.arctan(k / lam)      # nearly linear in level number
        number = CubicSpline(angle, np.arange(len(levels)))
        return (number(angle, 1) * 2 * lam / (lam**2 + k**2)
                * np.abs(e[levels]) / (c2 * k))

    pos = np.arange(N, 2 * N)[e[N:] > 1.5 * c2]
    neg = np.arange(N)[::-1]
    neg = neg[e[neg] < -1.001 * c2]
    dens_p, dens_n = levels_per_energy(pos), levels_per_energy(neg)
    keep = (e[neg] < -1.05 * c2) & (e[neg] > -3.3 * c2)
    neg, dens_n = neg[keep], dens_n[keep]
    near = np.argmin(np.abs(2*e[N] - e[pos][:, None] - e[neg][None, :]), axis=0)
    per_energy = V[pos[near], neg] ** 2 * dens_p[near] * dens_n
    return (e[pos[near]], e[neg], per_energy, 1 / dens_n,
            second_order(N, e, V)[0])


bases = ((80, 400.0), (60, 300.0))
pairs = [discrete_pairs(*basis) for basis in bases]


# ---- energies on the resonance line; s = mc2/|e_n| runs from 0 to 1 ----
def rule(lo, hi, count):
    x, w = leg.leggauss(count)
    s = lo + 0.5 * (hi - lo) * (1 + x)
    return -c2 / s, 0.5 * (hi - lo) * w * c2 / s ** 2


segments = [rule(0.06, 0.97, 30), rule(0.03, 0.06, 6), rule(0.06, 0.97, 22)]
neg_sets = [en for en, w in segments] + [p[1] for p in pairs]
pos_sets = [2 * e_bound - en for en, w in segments] + [p[0] for p in pairs]
energies = np.r_[np.concatenate(pos_sets), np.concatenate(neg_sets)]
K = len(energies)


# ---- true continuum spinors at all these energies ----
def radial_dirac(rad, y):
    """Equations for P/r^g and Q/r^g at all energies together."""
    p, q = y[:K], y[K:]
    return np.r_[-(kappa + g) * p / rad + (energies + c2 + Z / rad) / c * q,
                 (kappa - g) * q / rad - (energies - c2 + Z / rad) / c * p]


small_ratio = (g + kappa) * c / Z
start = np.r_[np.ones(K), np.full(K, small_ratio)]
sol = solve_ivp(radial_dirac, (r[0], R_MAX), start, method='DOP853',
                t_eval=np.r_[r, R_MAX], rtol=1e-8, atol=1e-12)
assert sol.success
waves = sol.y.T * (np.r_[r, R_MAX] ** g)[:, None]
P, Q = waves[:, :K], waves[:, K:]
# Energy normalization: the adiabatic invariant of the outer wave is 1/(pi c).
a = (energies + c2 + Z / R_MAX) / c
b = (energies - c2 + Z / R_MAX) / c
m = kappa / R_MAX
invariant = np.abs(b * P[-1]**2 - 2*m*P[-1]*Q[-1] + a * Q[-1]**2)
invariant = invariant / np.sqrt(a * b - m * m)
scale = np.sqrt(1 / (np.pi * c * invariant))
P_b = np.sqrt(density(r) / (1 + small_ratio ** 2))
Q_b = small_ratio * P_b
C, C_end = cumulative((P[:-1] * P_b[:, None] + Q[:-1] * Q_b[:, None]) * scale)
h = K // 2
V_pn = (w_r / r**2) @ (C[:, :h] * C[:, h:]) + C_end[:h] * C_end[h:] / R_MAX
V2_sets = np.split(V_pn ** 2, np.cumsum([len(q) for q in neg_sets])[:-1])

main, tail, main_check = [4 * np.pi * np.sum(w * V2)
                          for (en, w), V2 in zip(segments, V2_sets)]
width = main + tail
print(f"spurious width Gamma, continuum spinors: {width:.3e} Eh")
print(f"  share of |e_n| from 1/0.06 to 1/0.03 mc2: {100*tail/width:.2f} %")
print(f"  main part, 30 and 22 energies: {main:.4e} {main_check:.4e} Eh")
t_au = const.physical_constants['atomic unit of time'][0]
print(f"false lifetime 1/Gamma: {t_au/width*1e12:.3g} ps")

print("near-resonant level sums 4 pi V^2 de_n in Eh: N, discrete, continuum")
level_sums = []
for (N_b, lam), pair, V2 in zip(bases, pairs, V2_sets[3:]):
    discrete = 4 * np.pi * np.sum(pair[2] * pair[3])
    continuum = 4 * np.pi * np.sum(V2 * pair[3])
    level_sums.append((discrete, continuum))
    print(f"  {N_b} {discrete:.4e} {continuum:.4e}")
E_pp, E_pp_other = pairs[0][4], pairs[1][4]
print(f"no-pair E2(++), N=80 and N=60: {E_pp:.6f} {E_pp_other:.6f} Eh")

# ---- the width as the imaginary part of the complex-scaled energy ----
print("complex scaling, theta=0.2: N, lam, Re E2(+-), -2 Im E2(+-) in Eh")
scaled_widths = []
for N_c, lam in ((50, 200.0), (100, 700.0), (140, 1000.0)):
    e, v = spinors(N_c, lam, 0.2)
    E_pm = second_order(N_c, e, repulsion(N_c, lam, v, 0.2))[1]
    scaled_widths.append(-2 * E_pm.imag)
    print(f"  {N_c} {lam:.0f} {E_pm.real:.6e} {scaled_widths[-1]:.3e}")

assert width > 0 and abs(main_check / main - 1) < 0.01
assert all(abs(d / q - 1) < 0.03 for d, q in level_sums)
assert abs(E_pp_other / E_pp - 1) < 1e-3
assert all(abs(pp / E_pp - 1) < 5e-3 for pp, pm in scan)
# The width is a tiny imaginary part of a far larger sum, hence the loose limit.
errors = [abs(sw / width - 1) for sw in scaled_widths]
assert errors[-1] < errors[0] and errors[-1] < 0.2
print("all good")
```

Output:

```
nuclear charge Z: 60
speed of light c: 137.0360 a.u.
rest energy mc2: 18778.87 Eh
gamma = e_b/mc2: 0.899052
bound spinor energy e_b: 16883.18 Eh
pair energy 2 e_b: 33766.37 Eh
lowest resonant electron energy 2e_b+mc2: 52545.23 Eh
smallest QED pair-creation cost mc2+e_b: 35662.05 Eh
basis lam=60: N, top e_p/mc2, +- pairs with D<0, min|D| in Eh
    3     1.143      0    32532.145
   10     2.403      0     7763.207
   20     4.426     18     1168.256
   40     8.561    105      671.815
first-order repulsion <bb|1/r12|bb>: 40.5218 Eh
++ gap e_2s - e_1s (N=20): 1415.63 Eh
one +- denominator tuned through zero (N=20), energies in Eh:
  lam, D, coupling M, amplitude M/D, E2(+-), E2(++)
  80.848954  100.0000 0.03404  3.4042e-04  1.2546e-03 -0.151121
  chosen pair: e_p=62633.5 Eh, e_n=-28967.1 Eh
  81.040589    0.1000 0.03394  3.3940e-01  1.2762e-02 -0.151121
  81.040781    0.0001 0.03394  3.3940e+02  1.1520e+01 -0.151121
  81.040781   -0.0001 0.03394 -3.3940e+02 -1.1518e+01 -0.151121
  81.040973   -0.1000 0.03394 -3.3940e-01 -1.0276e-02 -0.151121
  81.232633 -100.0000 0.03384 -3.3838e-04  1.2318e-03 -0.151121
spurious width Gamma, continuum spinors: 5.326e-07 Eh
  share of |e_n| from 1/0.06 to 1/0.03 mc2: 9.00 %
  main part, 30 and 22 energies: 4.8472e-07 4.8472e-07 Eh
false lifetime 1/Gamma: 45.4 ps
near-resonant level sums 4 pi V^2 de_n in Eh: N, discrete, continuum
  80 3.1175e-08 3.1248e-08
  60 3.2458e-08 3.2537e-08
no-pair E2(++), N=80 and N=60: -0.151124 -0.151124 Eh
complex scaling, theta=0.2: N, lam, Re E2(+-), -2 Im E2(+-) in Eh
  50 200 1.252464e-03 1.745e-06
  100 700 1.253138e-03 6.281e-07
  140 1000 1.253162e-03 5.699e-07
all good
```
